# The Levine-Louie Dielectric Function and Its Wavevector-Dependent Exchange Fraction, part 1

(Sections cited here and not found follow in the second part.)

## The shifted spectrum and its static limit

The Levine-Louie model turns the dielectric function of a uniform electron gas into that of a semiconductor by moving its absorption above a gap parameter \(\omega_g\). If \(\varepsilon_2^{L}(q,\omega)\) is the Lindhard absorption at wavevector \(q\), the model absorption for positive frequency is

\[
\varepsilon_2(q,\omega)=
\begin{cases}
0, & 0\le\omega<\omega_g,\\
\varepsilon_2^{L}\!\left(q,\sqrt{\omega^2-\omega_g^2}\right), & \omega>\omega_g .
\end{cases}
\]

It obeys the f-sum rule at every \(q\),

\[
\int_0^\infty \omega\,\varepsilon_2(q,\omega)\,d\omega=\frac{\pi}{2}\,\omega_p^2 ,
\]

and its static value has a closed form. With the Fermi wavevector \(k_F\) and

\[
Q=\frac{q}{k_F},\qquad \Delta=\frac{2\omega_g}{k_F^2},\qquad s=\frac Q2,\qquad a=\frac{\Delta}{2Q}=\frac{\omega_g}{q k_F},
\]

the static dielectric function is

\[
\varepsilon(q)=1+\frac{4F}{\pi k_F Q^2},\qquad
F=\frac12+\frac{1-s^2+a^2}{4Q}\,\Lambda-\frac{\Delta}{4Q}\,T,
\]

\[
\Lambda=\ln\frac{(1+s)^2+a^2}{(1-s)^2+a^2},\qquad
T=\arctan\frac{1+s}{a}+\arctan\frac{1-s}{a}.
\]

Statically screened exchange then contains the fraction \(\alpha(q)=1/\varepsilon(q)\) of bare exchange at wavevector \(q\).

Atomic units are used in the algebra. The gas is unpolarized and has density \(n\), so that \(k_F^3=3\pi^2n\) and

\[
\omega_p^2=4\pi n=\frac{4k_F^3}{3\pi}.
\]

The response is treated in the random-phase approximation (RPA): the electrons respond as independent particles to the total electrostatic potential. The medium is isotropic, and a disturbance of wavevector \(q\) induces density at that same wavevector alone, which means that the local fields of a crystal are left out.

The Lindhard absorption comes from first-order perturbation theory. Let the total potential energy be \(V e^{i(\mathbf q\cdot\mathbf r-\omega t)}\), switched on slowly from the distant past, which replaces \(\omega\) by \(\omega+i0\). An electron taken from \(\mathbf k\) to \(\mathbf k+\mathbf q\) gains the energy

\[
D=\frac{|\mathbf k+\mathbf q|^2-k^2}{2}=\mathbf k\cdot\mathbf q+\frac{q^2}{2}.
\]

Let \(f_{\mathbf k}\) be the occupation, 1 inside the Fermi sphere and 0 outside. The equation of motion \(i\,\partial_t\rho=[H,\rho]\), taken between \(\mathbf k+\mathbf q\) and \(\mathbf k\) and kept to first order in \(V\), reads

\[
\omega\,\rho_{\mathbf k+\mathbf q,\mathbf k}=D\,\rho_{\mathbf k+\mathbf q,\mathbf k}+V\left(f_{\mathbf k}-f_{\mathbf k+\mathbf q}\right).
\]

Solving for \(\rho\), summing over \(\mathbf k\) and two spins, and dividing by \(V\) gives the density response

\[
\chi_0(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+i0-D}.
\]

The induced density \(\chi_0V\) adds the potential energy \((4\pi/q^2)\chi_0V\) to the external one. Hence \(V_{\rm ext}=V[1-(4\pi/q^2)\chi_0]\), and the dielectric function, the ratio of external to total potential, is

\[
\varepsilon^{L}(q,\omega)=1-\frac{4\pi}{q^2}\chi_0(q,\omega).
\]

In the term with \(f_{\mathbf k+\mathbf q}\), substitute \(\mathbf k\to-\mathbf k-\mathbf q\). The occupation becomes \(f_{\mathbf k}\) and \(D\) changes sign. The two terms combine into

\[
-\chi_0(q,\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,\frac{2D}{D^2-(\omega+i0)^2}.
\]

The same substitution exchanges the two members of a pair in which both \(\mathbf k\) and \(\mathbf k+\mathbf q\) are occupied. The integrand is odd in \(D\), so such pairs cancel, and a factor \(1-f_{\mathbf k+\mathbf q}\) may be inserted at will. The pairs that remain lead from inside the Fermi sphere to outside it and therefore have \(D>0\).

The imaginary part follows from \(\operatorname{Im}(x+i0)^{-1}=-\pi\delta(x)\), applied to the two fractions before they were combined:

\[
\varepsilon_2^{L}(q,\omega)=\frac{4\pi^2}{q^2}\,2\int\!\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\left[\delta(\omega-D)-\delta(\omega+D)\right].
\]

Let \(k_\parallel\) be the component of \(\mathbf k\) along \(\mathbf q\), so that \(D=qk_\parallel+q^2/2\). The first delta function fixes \(k_\parallel=\omega/q-q/2\) and contributes a factor \(1/q\). The two transverse components then fill a disc of area \(\pi(k_F^2-k_\parallel^2)\), if this is positive. The second delta function fixes \(k_\parallel=-(\omega/q+q/2)\). The prefactors multiply to

\[
\frac{4\pi^2}{q^2}\cdot\frac{2}{8\pi^3}\cdot\frac{\pi}{q}=\frac1{q^3},
\]

and, with \([x]_+=\max(x,0)\),

\[
\varepsilon_2^{L}(q,\omega)=\frac1{q^3}\left\{\left[k_F^2-\left(\frac{\omega}{q}-\frac q2\right)^2\right]_+-\left[k_F^2-\left(\frac{\omega}{q}+\frac q2\right)^2\right]_+\right\}.
\]

Its first moment is elementary. In the second term replace \(\omega\) by \(-\omega\); this term then equals the first one continued to negative frequencies, including the sign, because the factor \(\omega\) in the moment is odd. The two pieces join into one integral over all frequencies. With \(k=\omega/q-q/2\), so that \(\omega=qk+q^2/2\) and \(d\omega=q\,dk\),

\[
\int_0^\infty\!\omega\,\varepsilon_2^{L}\,d\omega=\frac{1}{q^2}\int_{-k_F}^{k_F}\!\left(qk+\frac{q^2}{2}\right)(k_F^2-k^2)\,dk
=\frac12\cdot\frac{4k_F^3}{3}=\frac{2k_F^3}{3}.
\]

The term linear in \(k\) vanishes by symmetry. Since \(\omega_p^2=4k_F^3/(3\pi)\), the result is \(\pi\omega_p^2/2\): the first moment counts the electrons and does not depend on \(q\).

A gap is now to be opened without changing that count. Suppose that the absorption found at frequency \(u\) in the gas is placed, with its value unchanged, at a frequency \(\omega(u)\), where \(\omega\) is a smooth increasing function with \(\omega(0)=\omega_g\). The first moment of the moved spectrum is

\[
\int_0^\infty \omega(u)\,\varepsilon_2^{L}(q,u)\,\frac{d\omega}{du}\,du .
\]

If this is to equal \(\int u\,\varepsilon_2^{L}\,du\) for any spectrum whatever, and so for all \(q\) and all densities, the weights must agree at each \(u\):

\[
\omega\,\frac{d\omega}{du}=u\quad\Longrightarrow\quad \omega^2=u^2+\omega_g^2 .
\]

The constant of integration is fixed by \(\omega(0)=\omega_g\). Within this class of relabellings the sum rule leaves no other choice, and it is satisfied by construction of the map. The shift is thus one of squared frequency.

A rigid shift \(\omega=u+\omega_g\) fails, and the size of the failure can be calculated. Its first moment exceeds the correct one by \(\omega_g\int\varepsilon_2^{L}du\). For \(q<2k_F\), the substitutions \(k=u/q\mp q/2\) in the two terms of the absorption give integrals of \(k_F^2-k^2\) that start at \(-q/2\) and at \(q/2\), and both end at \(k_F\). Their difference is

\[
\int_0^\infty\!\varepsilon_2^{L}\,du=\frac{1}{q^2}\int_{-q/2}^{q/2}(k_F^2-k^2)\,dk=\frac{k_F^2}{q}-\frac{q}{12}.
\]

Dividing the excess by \(2k_F^3/3\), one finds

\[
\frac{\text{rigid moment}}{\pi\omega_p^2/2}=1+\frac32\,a\left(1-\frac{Q^2}{12}\right).
\]

Because \(a=\omega_g/(qk_F)\), the spurious strength grows without limit as \(q\to0\), which is where the macroscopic dielectric constant is determined.

The accepted shift has a simple meaning for single pairs. Replace each pair energy \(D\) in the denominator of the response by \(\Omega=\sqrt{D^2+\omega_g^2}\) and keep the numerator:

\[
\varepsilon(q,\omega)=1+\frac{4\pi}{q^2}\,2\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})\,\frac{2D}{\Omega^2-(\omega+i0)^2}.
\]

Writing \(2D=(D/\Omega)\,2\Omega\) shows that a pair now absorbs at \(\Omega\) with its squared transition amplitude reduced by \(D/\Omega\). The product of squared amplitude and energy, the oscillator strength, is unchanged. For \(\omega>0\) the imaginary part of the fraction is \(\pi(D/\Omega)\,\delta(\omega-\Omega)\). Since \(d\Omega/dD=D/\Omega\), the delta function equals \((\Omega/D)\,\delta(D-u)\) with \(u=\sqrt{\omega^2-\omega_g^2}\). The factors \(D/\Omega\) and \(\Omega/D\) cancel, and what remains is \(\varepsilon_2^{L}(q,u)\), the absorption stated at the start.

The real part needs no further integral. In the denominator,

\[
\Omega^2-\omega^2=D^2-(\omega^2-\omega_g^2),
\]

so the complete model function is the Lindhard function at a changed frequency,

\[
\varepsilon(q,\omega)=\varepsilon^{L}(q,\tilde u),\qquad \tilde u^2=(\omega+i0)^2-\omega_g^2,\qquad \operatorname{Im}\tilde u>0 .
\]

The choice of root respects causality. When \(\omega\) lies in the upper half-plane, \(\omega^2-\omega_g^2\) is never zero or a positive real number, so a root with positive imaginary part exists and varies analytically there. For real \(|\omega|<\omega_g\) the root is imaginary and \(\varepsilon\) is real, as it must be in a range without absorption. At \(\omega=0\) it is \(\tilde u=i\omega_g\). Static screening in the model semiconductor is therefore the screening of the electron gas at the imaginary frequency \(i\omega_g\).

It remains to do the integral over the Fermi sphere. At \(\tilde u=i\omega_g\) the integrand is \(2D/(D^2+\omega_g^2)=2\operatorname{Re}(D+i\omega_g)^{-1}\). Integrating over discs as before, and setting \(k_\parallel=k_Fx\), gives

\[
-\chi_0(q,i\omega_g)=\frac{k_F^3}{4\pi^2}\,2\operatorname{Re}\int_{-1}^{1}\frac{1-x^2}{qk_F\,(x+z)}\,dx
=\frac{k_F}{2\pi^2Q}\operatorname{Re}J,
\]

where \(z=s+ia\) and \(J=\int_{-1}^1(1-x^2)/(x+z)\,dx\). The numerator is split as \(1-x^2=(1-z^2)+(z-x)(z+x)\), which leads to

\[
J=(1-z^2)L+2z,\qquad L=\int_{-1}^1\frac{dx}{x+z}=\int_{-1}^{1}\frac{x+s-ia}{(x+s)^2+a^2}\,dx=\frac{\Lambda}{2}-iT .
\]

With \(1-z^2=1-s^2+a^2-2isa\), the product of the two imaginary parts contributes \((-2isa)(-iT)=-2saT\) to the real part. Here \(2sa=\Delta/2\) and \(2s=Q\), so

\[
\operatorname{Re}J=Q+\frac{1-s^2+a^2}{2}\,\Lambda-\frac{\Delta}{2}\,T=2QF .
\]

Hence \(-\chi_0=k_FF/\pi^2\). Multiplication by \(4\pi/q^2=4\pi/(k_F^2Q^2)\) gives the closed static formula.

The shift of squared frequency has been shown to preserve the f-sum rule at every \(q\), and the static dielectric function of the model has been derived in closed form. What remains is to examine its limits, obtain the exchange fraction \(\alpha(q)\) from it, and see how far a hybrid functional can reproduce that fraction.
